# From the Pao-Sah Double Integral to the Pierret-Shields Single Integral

For a long n-channel MOS transistor of width $W$, length $L$ and constant electron mobility $\mu$, the Pao-Sah drain current

$$I=\mu\frac WL\int_{V_S}^{V_D}dV\int_0^{\psi_s(V)}\frac{q\,\Delta n(\psi,V)}{E(\psi,V)}\,d\psi \qquad (1)$$

is equal to

$$I=\mu\frac WL\Big\{C_{ox}\Big[u(\psi_L-\psi_0)-\tfrac12(\psi_L^2-\psi_0^2)\Big]-\varepsilon\!\int_0^{\psi_L}\!\!E(\psi,V_D)\,d\psi+\varepsilon\!\int_0^{\psi_0}\!\!E(\psi,V_S)\,d\psi\Big\}. \qquad (2)$$

Equation (2) is the Pierret-Shields form. "Single integral" means one one-dimensional integral for each end of the channel.

Here $\psi$ is the band bending, zero in the bulk, and $V$ is the splitting of the electron quasi-Fermi level from the bulk Fermi level, equal to $V_S$ at the source and $V_D$ at the drain. $E$ is the field normal to the surface and $\Delta n$ the electron density above its value at $\psi=0$. The surface potential $\psi_s$ is $\psi_0$ at the source and $\psi_L$ at the drain. $C_{ox}$ is the oxide capacitance per area, $\varepsilon$ the permittivity of silicon, and $u=V_G-V_{FB}>0$ the gate voltage less the flat-band voltage. Voltages are referred to the body.

## The model behind both derivations

Let $x$ be the depth and $y$ the distance from source to drain. The doping $N$ is uniform and $\beta=q/kT$. With Boltzmann statistics,

$$n=n_0e^{\beta(\psi-V)},\qquad p=Ne^{-\beta\psi},\qquad n_0=n_i^2/N .$$

Drift plus diffusion, with diffusivity $\mu/\beta$, gives the current density along $y$:

$$J=-q\mu n\frac{\partial\psi}{\partial y}+\frac{q\mu}{\beta}\frac{\partial n}{\partial y}
=-q\mu n\frac{\partial\psi}{\partial y}+q\mu n\Big(\frac{\partial\psi}{\partial y}-\frac{dV}{dy}\Big)=-q\mu n\frac{dV}{dy}.$$

The minus sign means that conventional current flows from drain to source, which we count as positive $I$. We take $V$ to be independent of depth and neglect hole current and recombination. Integrating over depth gives $I=\mu WQ\,dV/dy$, with

$$Q(V)=q\int\Delta n\,dx,\qquad \Delta n=n(\psi,V)-n(0,V)=n_0e^{-\beta V}(e^{\beta\psi}-1).$$

The subtraction leaves bulk electrons out of the channel charge. Since $I$ does not depend on $y$, integration from $0$ to $L$ gives $I=\mu(W/L)\int_{V_S}^{V_D}Q\,dV$. The potential falls with depth, so $E=-d\psi/dx>0$ and $dx=-d\psi/E$. The minus sign reverses the limits, and

$$Q(V)=\int_0^{\psi_s(V)}\frac{q\,\Delta n}{E}\,d\psi . \qquad (3)$$

This yields (1).

In the gradual-channel approximation, $\partial^2\psi/\partial y^2$ is dropped from Poisson's equation:

$$\frac{d^2\psi}{dx^2}=\frac q\varepsilon\left[N(1-e^{-\beta\psi})+n_0e^{\beta(\psi-V)}\right].$$

Multiply by $d\psi/dx$. The left side becomes $\tfrac12\,d(E^2)/dx$, and integration from the bulk, where we set $E=0$ at $\psi=0$, gives the first integral

$$E^2=\frac{2q}{\varepsilon\beta}\left[N(e^{-\beta\psi}+\beta\psi-1)+n_0e^{-\beta V}(e^{\beta\psi}-1)\right]. \qquad (4)$$

The point $\psi=0$ is not perfectly neutral, because a charge density $-qn_0e^{-\beta V}$ remains there. Relative to $qN$ it is at most $n_0/N=(n_i/N)^2$ for $V\ge0$, about $3\times10^{-16}$ in the example below.

Now differentiate (4) with respect to $V$ at fixed $\psi$. The hole and acceptor terms do not contain $V$, so

$$2E\frac{\partial E}{\partial V}=-\frac{2q}{\varepsilon}n_0e^{-\beta V}(e^{\beta\psi}-1)
\quad\Longrightarrow\quad
\frac{q\,\Delta n}{E}=-\varepsilon\frac{\partial E}{\partial V}. \qquad (5)$$

The Pao-Sah integrand is therefore a derivative with respect to the outer variable.

The last ingredient is Gauss's law at the surface. The oxide supports the voltage $u-\psi_s$, hence

$$\varepsilon E(\psi_s,V)=C_{ox}(u-\psi_s). \qquad (6)$$

## First derivation: exchange the order of integration

To exchange the order we need the shape of the region $V_S<V<V_D$, $0<\psi<\psi_s(V)$. Put $G(\psi,V)=\varepsilon E-C_{ox}(u-\psi)$. Differentiating $E^2$ with respect to $\psi$ gives

$$E\frac{\partial E}{\partial\psi}=\frac q\varepsilon\left[N(1-e^{-\beta\psi})+n_0e^{\beta(\psi-V)}\right]>0\qquad(\psi>0),$$

so $G$ rises with $\psi$. It is negative at $\psi=0$ and positive at $\psi=u$, and (6) has one root between them. Differentiating $G(\psi_s(V),V)=0$ and using (5),

$$\frac{d\psi_s}{dV}=\frac{q\,\Delta n/E}{C_{ox}+\varepsilon\,\partial E/\partial\psi}\bigg|_{\psi_s}>0 .$$

The upper edge of the region thus rises from $\psi_0$ to $\psi_L$ and has an inverse, $V_s(\psi)$. The integrand is positive and its integral finite, so the order may be exchanged.

For $0<\psi<\psi_0$ the whole range of $V$ lies inside the region, and by (5)

$$\int_{V_S}^{V_D}\frac{q\,\Delta n}{E}dV=\varepsilon E(\psi,V_S)-\varepsilon E(\psi,V_D).$$

For $\psi_0<\psi<\psi_L$ the integration starts on the curved edge, where $\psi$ is itself the surface potential. Equation (6) gives the field there:

$$\int_{V_s(\psi)}^{V_D}\frac{q\,\Delta n}{E}dV=\varepsilon E(\psi,V_s(\psi))-\varepsilon E(\psi,V_D)=C_{ox}(u-\psi)-\varepsilon E(\psi,V_D).$$

Integrating both pieces over $\psi$,

$$\frac{I}{\mu W/L}=\varepsilon\int_0^{\psi_0}\![E(\psi,V_S)-E(\psi,V_D)]d\psi+\int_{\psi_0}^{\psi_L}\![C_{ox}(u-\psi)-\varepsilon E(\psi,V_D)]d\psi. \qquad (7)$$

The two integrals of $E(\psi,V_D)$ join into one from $0$ to $\psi_L$, and the $C_{ox}$ term integrates to $C_{ox}[u(\psi_L-\psi_0)-(\psi_L^2-\psi_0^2)/2]$. This is (2).

## Second derivation: find a primitive of the channel charge

The same result follows without a two-dimensional region. Consider

$$P(V)=\varepsilon\int_0^{\psi_s(V)}E(\psi,V)\,d\psi .$$

Both the limit and the integrand depend on $V$. Leibniz's rule applies because $\partial E/\partial V$ stays continuous down to $\psi=0$: by (4), $E^2\ge(2q/\varepsilon\beta)\Delta n$, so $\Delta n/E$ is at most a constant times $\sqrt{\Delta n}$ and vanishes there. Hence

$$\frac{dP}{dV}=\varepsilon E(\psi_s,V)\frac{d\psi_s}{dV}+\int_0^{\psi_s}\varepsilon\frac{\partial E}{\partial V}d\psi
=C_{ox}(u-\psi_s)\frac{d\psi_s}{dV}-Q(V).$$

The first term uses (6), the second (5) and (3). The first term is the derivative of $C_{ox}(u\psi_s-\psi_s^2/2)$, so

$$Q=\frac{d\Phi}{dV},\qquad \Phi=C_{ox}\Big(u\psi_s-\frac{\psi_s^2}{2}\Big)-\varepsilon\int_0^{\psi_s}E(\psi,V)\,d\psi, \qquad (8)$$

$$I=\mu\frac WL\,[\Phi(V_D)-\Phi(V_S)],$$

which is (2) again. Interchanging source and drain reverses the sign of $I$.

This route also shows how errors in the surface potential act. Treat $\psi_s$ in $\Phi$ as free, at fixed $V$. Then

$$\frac{\partial\Phi}{\partial\psi_s}=C_{ox}(u-\psi_s)-\varepsilon E=0,\qquad
\frac{\partial^2\Phi}{\partial\psi_s^2}=-\Big(C_{ox}+\varepsilon\frac{\partial E}{\partial\psi}\Big)<0 .$$

The first equation is Gauss's law: the correct surface potential maximizes $\Phi$. A small error $\delta$ in $\psi_s$ therefore lowers $\Phi$ by $\tfrac12(C_{ox}+\varepsilon\,\partial E/\partial\psi)\delta^2$ at leading order. At the drain this lowers the current, and at the source it raises it.

## What each derivation assumes

Both need the gradual channel, a depth-independent $V$, constant mobility, the first integral of Poisson's equation and a surface condition without explicit $V$. They differ in what they ask of $\psi_s(V)$. The exchange, as written, needs it to be monotonic, so that the inverse $V_s(\psi)$ exists. The second derivation needs only that it be differentiable, which follows from $\partial G/\partial\psi>0$. In return, the exchange delivers the split form (7), which is useful below threshold.

Boltzmann statistics are not essential to either. Suppose $n=f(\psi-V)$ with any increasing $f$. The electron part of $E^2$ is then $(2q/\varepsilon)\int_0^\psi f(\psi'-V)d\psi'$, and

$$\frac{\partial}{\partial V}\int_0^\psi f(\psi'-V)\,d\psi'=-[f(\psi-V)-f(-V)]=-\Delta n .$$

Equation (5) survives, so (2) holds for Fermi-Dirac electrons too, provided that $J=-q\mu n\,dV/dy$ is kept as the transport law.

The linear oxide law is not essential either. If the gate is itself depleted, the right side of (6) becomes another decreasing function $D(\psi_s)$, and the gate term in (2) becomes $\int_{\psi_0}^{\psi_L}D\,d\psi$. If interface traps follow the electron quasi-Fermi level, however, $D$ depends on $V$ as well, and the gate term is no longer fixed by the two end potentials in general.

A mobility $\mu(E)$ that depends on the local vertical field changes (2) but still allows a reduction. With $M(E)=\int_0^E\mu(E')\,dE'$, (5) gives $\mu\,q\,\Delta n/E=-\varepsilon\,\partial M/\partial V$, and the exchange of order again leaves only one-dimensional integrals, now of $M$. It is different if the mobility has a single value over the whole depth, set for example by an effective field that varies with $V$ along the channel. Integration by parts then gives

$$\int_{V_S}^{V_D}\mu\frac{d\Phi}{dV}dV=[\mu\Phi]_{V_S}^{V_D}-\int_{V_S}^{V_D}\Phi\frac{d\mu}{dV}dV,$$

and the last term requires $\Phi$ all along the channel.

## Limits

For a small drain-source voltage, (8) gives $I\simeq\mu(W/L)Q(V_S)(V_D-V_S)$, a resistor set by the source charge. For large $V_D$, the slope $\partial I/\partial V_D=\mu(W/L)Q(V_D)$ tends to zero because the electrons at the drain end vanish. This saturation belongs to the long-channel model, in which the pinched-off region takes no length from $L$.

Below threshold, electrons contribute little to $E^2$, and $\Phi(V_D)$ and $\Phi(V_S)$ nearly cancel. The first integrand of (7) can be rewritten without a subtraction of nearly equal fields. With $E_S=E(\psi,V_S)$ and $E_D=E(\psi,V_D)$,

$$E_S-E_D=\frac{E_S^2-E_D^2}{E_S+E_D}=\frac{2q\,n_0}{\varepsilon\beta}\,\frac{(e^{-\beta V_S}-e^{-\beta V_D})(e^{\beta\psi}-1)}{E_S+E_D}.$$

The second integral in (7) is of second order in the electron density, since both its range $\psi_L-\psi_0$ and its integrand are of first order. Dropping it and setting $E_S+E_D\simeq2E_S$ gives

$$I\simeq\mu\frac WL\,\frac{Q(V_S)}{\beta}\left[1-e^{-\beta(V_D-V_S)}\right],$$

which is the diffusion current.

## A worked example

Take an oxide of 4.0 nm, $N=6\times10^{17}$ cm$^{-3}$, $W=L=10$ µm, $\mu=300$ cm²/Vs and 300 K, with $V_G=V_D=1.8$ V and $V_S=0$. With $n_i=10^{10}$ cm$^{-3}$ the bulk Fermi potential is $25.852\text{ mV}\times\ln(6\times10^7)=0.4630$ V. For a gate whose Fermi level lies at the conduction-band edge, half the 1.12 eV gap gives $V_{FB}=-(0.56+0.4630)=-1.0230$ V, so $u=2.8230$ V.

Solving (6) with $C_{ox}=0.8633$ µF/cm² gives $\psi_0=1.08081$ V and $\psi_L=2.08176$ V. The gate term of (2) is

$$300\times0.8633\times1.00095\times\Big(2.8230-\frac{1.08081+2.08176}{2}\Big)\ \text{µA}\simeq321.9\ \text{µA}.$$

The silicon integrals, multiplied by $\mu W/L$, are 263.42 µA at the drain and 107.94 µA at the source. Therefore

$$I=321.89-263.42+107.94=166.41\ \text{µA}.$$

The double integral (1) gives the same current in either order of integration. So does a mesh solution of Poisson's equation in depth that makes no use of (4). All four values appear in the numerical output.

At $V_D=0.05$ V and the same gate voltage the current is 15.42 µA. The resistor estimate, with $Q(0)=1.0546$ µC/cm², is $300\times1.0546\times0.05=15.82$ µA. It is 2.6 % above the full result because $Q$ falls along the channel.

An error of 1 mV in $\psi_s$ changes the saturated current by about 4.1 nA at the source and 0.15 nA at the drain. The source value corresponds to a curvature $C_{ox}+\varepsilon\,\partial E/\partial\psi$ of about 27 µF/cm², the drain value to about 1.0 µF/cm². The difference comes from the inversion layer, whose charge responds exponentially to $\psi_s$.

At $V_G=0.1$ V and $V_D=1.8$ V the current is 8.512 pA. The two end terms, added in magnitude, are $2.1\times10^7$ times larger. Independent relative errors of $10^{-8}$ in them could thus change the current by some 20 %. The second integral of (7) supplies $1.8\times10^{-5}$ of the current, in line with its second-order size.

## The example beside a real transistor

The oxide, doping and voltages are rough typical values for 1.8 V bulk CMOS, but the channel is that of a long test transistor. The surface drift velocity $\mu\,d\psi_s/dy$, averaged over the channel length, is about 3 % of a rough saturation velocity of $10^7$ cm/s. This is only an average: locally it rises from 1.5 % at the source to about 60 % at the drain end, and the electron velocity $I/(WQ)$ exceeds $10^7$ cm/s in the last 0.1 % of $L$, where constant mobility cannot hold. A one-dimensional depletion estimate, which ignores the influence of the gate, puts the pinched-off length at about 0.4 % of $L$. At 0.2 µm, with voltages and mobility held fixed, these ratios would be fifty times larger, about 150 % and 20 %, and the constant-mobility gradual-channel model would fail.

Even in the long device, several assumptions move the saturated current, as the following separate estimates show, each relative to 166.4 µA:

- **Degeneracy.** The Boltzmann surface density at the source is 8.7 times the effective density of states of the conduction band, well outside the range of Boltzmann statistics. Fermi-Dirac electrons nevertheless change the current by only −2.3 %. At fixed gate voltage the total silicon charge is $C_{ox}(u-\psi_s)$, so it can change only through $\psi_s$.
- **Quantum confinement.** A triangular-well estimate with silicon's anisotropic masses gives roughly −12 % if only the reduced electron density is entered, and about the same if only the greater mean depth of the electrons is. The two overlap only in part, so each alone underestimates the effect. A self-consistent treatment of the levels and the potential gives close to −20 %.
- **Gate depletion.** For a gate doped to $10^{20}$ cm$^{-3}$, the depletion approximation, with the charge of an undepleted gate, puts the loss at the source at 68 mV. Applying that loss along the whole channel gives about −10 %. The two simplifications err in opposite directions: electrons that remain in the depleted layer of the gate raise the loss at the source to about 100 mV, but the loss falls towards the drain with the oxide field. With both effects included, Fermi-Dirac statistics in the gate and $V_{FB}$ held fixed, the change is again about −10 %. Such a gate is degenerate, however: for parabolic bands its Fermi level lies about 65 mV above the band edge, which raises $u$ by as much and brings the net change to about −1 %. Gap narrowing in the gate, not included here, would alter this balance.
- **Mobility.** A rough dependence on effective field to the power −0.3, with the source value held at 300 cm²/Vs, gives about +4 %. That power describes phonon scattering alone. The effective field here runs from 0.94 MV/cm at the source to 0.62 MV/cm at pinch-off, where electron mobility falls more steeply: the empirical fit $\mu\propto1/[1+(E_{\rm eff}/0.9\ \text{MV/cm})^{1.85}]$, scaled to the same source value, gives about +12 %.
- **Temperature.** At 358 K, with the silicon gap held at 1.12 eV, the current changes by −21 % if mobility falls as $T^{-1.5}$, and by +2.9 % if mobility is held fixed.

The oxide field at the source, 4.4 MV/cm, is below a rough breakdown field of 10 MV/cm. Estimated gate tunnelling, about $4\times10^{-15}$ A, is negligible beside the saturated drain current. The reduction from (1) to (2) adds no error of its own within the model; the corrections listed here concern the model that both equations share.

## Numbers as computed

```
oxide 4.0 nm, doping 6.0e+17 cm^-3, ni 1.0e+10 cm^-3
W 10 um, L 10 um, mobility 300 cm2/Vs, T 300 K
gate 1.8 V, drain 1.8 V, source 0 V, silicon gap 1.12 eV
relative permittivity: silicon 11.7, oxide 3.9
thermal voltage 1/beta = 25.852 mV
bulk Fermi potential = 0.4630 V, flat-band voltage = -1.0230 V
u = gate - flat-band = 2.8230 V
oxide capacitance = 0.8633 uF/cm2
surface potential: source 1.08081 V, drain 2.08176 V
surface field: source 1.4518, drain 0.6177 MV/cm
channel charge: source 1.0546, drain 6.09e-14 uC/cm2
saturated, gate term = 321.8943 uA
saturated, drain silicon integral = 263.4221 uA
saturated, source silicon integral = 107.9375 uA
saturated current, single integral = 166.409824 uA
saturated current, double integral = 166.409824 uA
saturated current, exchanged order = 166.409824 uA
saturated current, depth solver = 166.4098 uA
linear current (drain 0.05 V): single 15.423108, double 15.423108 uA
current error for 1 mV error in psi_s: source 4.098, drain 0.153 nA
subthreshold (gate 0.1 V), double integral = 8.512165 pA
subthreshold, stable form = 8.512165 pA
subthreshold, direct difference = 8.512165 pA
subthreshold error amplification = 2.12e+07
subthreshold share of second part of stable form = 1.8e-05
bulk electrons in 1 um depth / source channel electrons = 2.5e-15
surface electron density / band density Nc = 8.73
Fermi-Dirac current: single 162.61710, double 162.61710 uA, -2.3 %
depletion field 0.434, effective field 0.943 MV/cm
confined / classical sheet density at depletion field = 0.0719
current change, confinement by density ratio: -12.5 %
mean depth: classical 0.401, confined 1.187 nm
current change, confinement by mean depth: -11.8 %
gate depletion (1e20 cm^-3): 68.1 mV, current -10.3 %
mobility as effective field^-0.3, fixed at source: current +3.9 %
mean drift velocity / saturation velocity (1e7 cm/s) = 3.0 %
pinch-off length estimate = 41.5 nm = 0.41 % of L
oxide field at source = 4.36 MV/cm, oxide drop = 1.742 V
gate tunnelling estimate (3.1 eV, mass 0.4) = 4.1e-15 A
358 K, same mobility: current +2.9 %
358 K, mobility as T^-1.5: current -21.1 %
```
